# Why thin silicon wires oxidize slowly: interface stress and activation volume: a program that tests the result

```python
"""Retarded oxidation of a thin wire: cylindrical growth law with interface stress.

Result under test: the recession speed u of the core obeys
    u * [exp(s*u) + (a/ell)*ln(b/a)] = U,
    s = 2*eta*(gamma-1)*V*(1 - a^2/b^2) / (a*kB*T).
a, b   : core radius and outer oxide radius (nm); R0: initial core radius (nm)
gamma  : oxide volume made per volume of core consumed
U      : stress-free, reaction-limited recession speed (nm/s)
ell    : diffusivity / stress-free reaction constant (nm)
eta    : oxide viscosity (GPa s); V: reaction activation volume
lam    : stress length 2*eta*(gamma-1)*V*U/(kB*T) (nm)
Compressive normal stress at the interface is counted positive.
"""
import numpy as np
from scipy.constants import k as boltzmann
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

temperature = 1200.0
gamma = 2.2
U = 0.005
ell = 100.0
eta = 5.0e3
volume_nm3 = 0.01
shear_modulus = 30.0
tau_c = 1.0
R_main = 20.0
t_end = 1800.0
stress_scale = boltzmann * temperature / (volume_nm3 * 1e-27) / 1e9
lam = 2 * eta * (gamma - 1) * U / stress_scale


def W(z):
    return float(np.real(lambertw(z)))


def outer_radius(a, R0):
    return np.sqrt(gamma * R0**2 - (gamma - 1) * a**2)


def root(f, lo, hi):
    return brentq(f, lo, hi, xtol=1e-15, rtol=1e-14)


def speed(a, b, stress_length=lam, transport_length=ell):
    """Recession speed from the growth law, by root search."""
    z = stress_length * (1 - (a / b)**2) / a
    g = a * np.log(b / a) / transport_length
    top = 1.01 if z < 500 else 600 / z
    return U * root(lambda x: x * (np.exp(z * x) + g) - 1, 0.0, top)


def free_speed(a, b):
    return speed(a, b, stress_length=0.0)


gl_x, gl_w = np.polynomial.legendre.leggauss(24)


def thinned_pressure(u, a, b, tau_limit):
    """Interface compression when the oxide shear-thins."""
    half = 0.5 * np.log(b / a)
    r = a * np.exp(half * (gl_x + 1))
    tau = tau_limit * np.arcsinh(
        2 * eta * (gamma - 1) * u * a / (r**2 * tau_limit))
    return half * np.sum(gl_w * 2 * tau)


def thinned_speed(a, b, tau_limit=tau_c):
    b = max(b, a)
    g = a * np.log(b / a) / ell

    def f(x):
        p = thinned_pressure(U * x, a, b, tau_limit)
        return x * (np.exp(p / stress_scale) + g) - 1
    return U * root(f, 0.0, 1.01)


def final_core(R0, law):
    sol = solve_ivp(lambda t, y: [-law(y[0], outer_radius(y[0], R0))],
                    (0, t_end), [R0], method="DOP853",
                    rtol=1e-10, atol=1e-10)
    assert sol.success
    return sol.y[0, -1]


def flat_depth(t):
    return ell / gamma * (np.sqrt(1 + 2 * gamma * U * t / ell) - 1)


def time_to(a_end, R0, law=speed):
    return quad(lambda a: 1 / law(a, outer_radius(a, R0)),
                a_end, R0, epsabs=1e-7, epsrel=1e-9, limit=200)[0]


# --- state of the main wire
a1 = final_core(R_main, speed)
b1 = outer_radius(a1, R_main)
u1 = speed(a1, b1)
P1 = 2 * eta * (gamma - 1) * u1 * (1 - (a1 / b1)**2) / a1
mean1 = 2 * eta * (gamma - 1) * u1 * a1 / b1**2

# --- viscous flow solved with a large finite bulk viscosity
# lengths in a, speeds in the oxide speed at the interface, eta = 1
bulk = 1e5
ratio = b1 / a1


def divergence(r, y):
    return (y[1] + 2 * y[0] / r) / (bulk + 4 / 3)


def flow(r, y):
    div = divergence(r, y)
    hoop = (bulk - 2 / 3) * div + 2 * y[0] / r
    return np.vstack([div - y[0] / r, (hoop - y[1]) / r])


mesh = np.linspace(1, ratio, 60)
guess = np.vstack([1 / mesh, np.zeros_like(mesh)])
bvp = solve_bvp(flow, lambda ya, yb: np.array([ya[0] - 1, yb[1]]),
                mesh, guess, tol=1e-8, max_nodes=20000)
assert bvp.success
unit = eta * (gamma - 1) / a1
pressure_per_speed = -bvp.sol(1.0)[1] * unit
rr = np.linspace(1, ratio, 9)
mean_numeric = bulk * divergence(rr, bvp.sol(rr)) * unit * u1
assert abs(pressure_per_speed * u1 / P1 - 1) < 1e-3
assert np.max(np.abs(mean_numeric / mean1 - 1)) < 1e-3
assert np.min(mean_numeric) > 0


# --- diffusion by finite volumes, coupled to the numerical stress
def interface_concentration(k_factor, n=240):
    r = np.linspace(a1, b1, n + 1)
    cond = ell * 0.5 * (r[1:] + r[:-1]) / np.diff(r)
    M = np.zeros((n + 1, n + 1))
    rhs = np.zeros(n + 1)
    for i in range(n):
        M[i, i] += cond[i]
        M[i, i + 1] -= cond[i]
        if i > 0:
            M[i, i] += cond[i - 1]
            M[i, i - 1] -= cond[i - 1]
    M[0, 0] += a1 * k_factor
    M[n, n] = 1.0
    rhs[n] = 1.0
    return np.linalg.solve(M, rhs)[0]


def mismatch(u):
    kf = np.exp(-pressure_per_speed * u / stress_scale)
    return u - U * kf * interface_concentration(kf)


u_numeric = brentq(mismatch, 0, U, xtol=1e-12)
assert abs(u_numeric / u1 - 1) < 1e-3

# --- volume bookkeeping: outer surface carried by the flow field
def moving(t, y):
    u = speed(y[0], max(y[1], y[0]))
    return [-u, (gamma - 1) * u * y[0] / y[1]]


both = solve_ivp(moving, (0, t_end), [R_main, R_main],
                 method="DOP853", rtol=1e-10, atol=1e-10)
oxide_area = both.y[1, -1]**2 - both.y[0, -1]**2
silicon_area = R_main**2 - both.y[0, -1]**2
assert abs(oxide_area / (gamma * silicon_area) - 1) < 1e-7
assert abs(time_to(a1, R_main) / t_end - 1) < 1e-6

# --- stress-free completion time
t_free = R_main / U * (1 + R_main * gamma * np.log(gamma)
                       / (4 * (gamma - 1) * ell))
assert abs(time_to(1e-9, R_main, free_speed) / t_free - 1) < 1e-6

# --- Lambert form without transport resistance, and the bound
z1 = lam * (1 - (a1 / b1)**2) / a1
bound = U * W(z1) / z1
assert abs(speed(a1, b1, transport_length=np.inf) / bound - 1) < 1e-10
for length in (1.0, 10.0, 100.0, 1e4):
    assert speed(a1, b1, transport_length=length) < bound

# --- initial slowing relative to a flat wafer
def flat_speed(c):
    return U / (1 + gamma * c / ell)


def relative_to_flat(R0, c):
    a = R0 - c
    return speed(a, outer_radius(a, R0)) / flat_speed(c) - 1


for R0 in (10.0, 20.0, 40.0):
    c = 1e-4
    predicted = 2 * lam * gamma * c / R0**2
    assert abs(-relative_to_flat(R0, c) / predicted - 1) < 2e-3

# --- exact criterion for being slower than a flat wafer
rng = np.random.default_rng(3)
slower_count = 0
trials = 300
for _ in range(trials):
    R0 = 10**rng.uniform(0.7, 3.7)
    c = min(0.9 * R0, 60.0) * rng.uniform(0.05, 1)
    a = R0 - c
    b = outer_radius(a, R0)
    s = lam / U * (1 - (a / b)**2) / a
    criterion = (np.expm1(s * flat_speed(c))
                 > (gamma * c - a * np.log(b / a)) / ell)
    slower = relative_to_flat(R0, c) < 0
    assert criterion == slower
    assert free_speed(a, b) > flat_speed(c)
    assert speed(a, b) < free_speed(a, b)
    slower_count += int(slower)
assert 20 < slower_count < trials - 20

# --- crossover radius
def crossover_formula(c):
    return 4 * lam * ell / ((2 * gamma - 1) * c * (1 + gamma * c / ell))


def crossover_exact(c):
    guess_R = crossover_formula(c)
    return brentq(lambda R: relative_to_flat(R, c),
                  guess_R / 3, guess_R * 3, xtol=1e-6)


assert abs(crossover_exact(1.0) / crossover_formula(1.0) - 1) < 0.02
c_cross = 8.0
R_cross = crossover_exact(c_cross)

# --- late stage: thick oxide, no transport resistance
def late_clock(a):
    w = W(lam / a)
    return lam / U * (np.log(w) - 1 / w)


late_numeric = quad(lambda q: np.exp(q) / speed(
    np.exp(q), 1e7, transport_length=np.inf),
    np.log(1e-3), np.log(5.0), epsrel=1e-9)[0]
assert abs(late_numeric / (late_clock(1e-3) - late_clock(5.0)) - 1) < 1e-6

# --- shear thinning: Newtonian limit, then weaker retardation
assert abs(thinned_speed(a1, b1, 1e5) / u1 - 1) < 1e-6
a_thin = final_core(R_main, thinned_speed)
a_free = final_core(R_main, free_speed)
assert a_free < a_thin < a1
b_thin = outer_radius(a_thin, R_main)
P_thin = thinned_pressure(thinned_speed(a_thin, b_thin),
                          a_thin, b_thin, tau_c)

# --- size dependence at equal time
c_flat = flat_depth(t_end)
rows = []
for R0 in (10.0, 20.0, 40.0, 80.0, 2000.0):
    af, ast = final_core(R0, free_speed), final_core(R0, speed)
    rows.append((R0, R0 - af, R0 - ast,
                 outer_radius(af, R0) - af, outer_radius(ast, R0) - ast))
for R0, cf, cs, xf, xs in rows:
    assert cf > c_flat and cs < cf
    assert xf < gamma * c_flat
    assert (cs < c_flat) == (R0 < 1000)
assert all(rows[i][2] < rows[i + 1][2] for i in range(4))

print(f"temperature = {temperature:.0f} K")
print(f"volume ratio gamma = {gamma:.1f}")
print(f"reaction-limited speed U = {U:.3f} nm/s")
print(f"transport length ell = {ell:.0f} nm")
print(f"viscosity eta = {eta*1e9:.1e} Pa s")
print(f"activation volume V = {volume_nm3:.3f} nm^3")
print(f"stress scale kB*T/V = {stress_scale:.3f} GPa")
print(f"stress length lam = {lam:.2f} nm")
print(f"stress time lam/U = {lam/U:.0f} s")
print(f"shear modulus (chosen) = {shear_modulus:.0f} GPa")
print(f"relaxation time eta/G = {eta/shear_modulus:.0f} s")
print(f"MAIN WIRE: R0 = {R_main:.0f} nm, time = {t_end:.0f} s")
print(f"core radius a = {a1:.3f} nm")
print(f"outer radius b = {b1:.3f} nm")
print(f"core radius without stress = {a_free:.3f} nm")
print(f"recession speed u = {u1:.6f} nm/s")
print(f"stress-free speed at same a, b = {free_speed(a1,b1):.6f} nm/s")
print(f"u from coupled numerical fields = {u_numeric:.6f} nm/s")
print(f"interface compression P = {P1:.3f} GPa")
print(f"mean oxide stress (tension) = {mean1:.3f} GPa")
print(f"reaction factor k/k0 = {np.exp(-P1/stress_scale):.4f}")
print(f"reaction resistance k0/k = {np.exp(P1/stress_scale):.4f}")
print(f"transport resistance = {a1*np.log(b1/a1)/ell:.4f}")
print(f"s*U = {z1:.4f}")
print(f"upper bound W(sU)/s = {bound:.6f} nm/s")
print(f"stress-free completion time = {t_free:.1f} s")
for target in (10.0, 5.0, 2.0):
    print(f"time to a = {target:.0f} nm: with stress "
          f"{time_to(target,R_main):.0f} s, without "
          f"{time_to(target,R_main,free_speed):.0f} s")
print(f"FLAT WAFER: depth = {c_flat:.4f} nm, "
      f"oxide = {gamma*c_flat:.4f} nm")
print("SIZE TABLE (nm): R0, depth free, depth stressed, "
      "oxide free, oxide stressed")
for row in rows:
    print("{:6.0f} {:9.4f} {:9.4f} {:9.4f} {:9.4f}".format(*row))
print(f"crossover radius at depth {c_cross:.0f} nm: exact "
      f"{R_cross:.1f} nm, formula {crossover_formula(c_cross):.1f} nm")
print(f"criterion trials slower than flat: {slower_count} of {trials}")
print(f"SHEAR THINNING: tau_c = {tau_c:.1f} GPa")
print(f"core radius with shear thinning = {a_thin:.3f} nm")
print(f"interface compression with thinning = {P_thin:.3f} GPa")
print("PASS")
```

Running it gives:

```
temperature = 1200 K
volume ratio gamma = 2.2
reaction-limited speed U = 0.005 nm/s
transport length ell = 100 nm
viscosity eta = 5.0e+12 Pa s
activation volume V = 0.010 nm^3
stress scale kB*T/V = 1.657 GPa
stress length lam = 36.21 nm
stress time lam/U = 7243 s
shear modulus (chosen) = 30 GPa
relaxation time eta/G = 167 s
MAIN WIRE: R0 = 20 nm, time = 1800 s
core radius a = 14.646 nm
outer radius b = 24.952 nm
core radius without stress = 11.518 nm
recession speed u = 0.002293 nm/s
stress-free speed at same a, b = 0.004638 nm/s
u from coupled numerical fields = 0.002293 nm/s
interface compression P = 1.231 GPa
mean oxide stress (tension) = 0.647 GPa
reaction factor k/k0 = 0.4756
reaction resistance k0/k = 2.1026
transport resistance = 0.0780
s*U = 1.6206
upper bound W(sU)/s = 0.002341 nm/s
stress-free completion time = 4289.1 s
time to a = 10 nm: with stress 4181 s, without 2134 s
time to a = 5 nm: with stress 7843 s, without 3232 s
time to a = 2 nm: with stress 11475 s, without 3876 s
FLAT WAFER: depth = 8.2511 nm, oxide = 18.1524 nm
SIZE TABLE (nm): R0, depth free, depth stressed, oxide free, oxide stressed
    10    8.6645    3.6621   13.4246    6.7692
    20    8.4817    5.3536   15.3294   10.3051
    40    8.3789    6.8945   16.5466   13.8502
    80    8.3194    7.7996   17.2816   16.2560
  2000    8.2541    8.2530   18.1142   18.1120
crossover radius at depth 8 nm: exact 451.2 nm, formula 452.9 nm
criterion trials slower than flat: 142 of 300
SHEAR THINNING: tau_c = 1.0 GPa
core radius with shear thinning = 14.317 nm
interface compression with thinning = 1.133 GPa
PASS
```
